# CABS from the auxiliary set alone is not CABS+

## What a count of dimensions requires

Let $O$ be the space spanned by the orbital basis, of dimension $N_O$, and $A$ the space spanned by the auxiliary basis, of dimension $N_A\ge N_O$. Functions are real, $P_X$ is the orthogonal projector on a space $X$, arithmetic is exact unless stated, and units are Hartree atomic units. The complementary auxiliary basis is built by orthonormalizing $O$ and a resolution-of-the-identity (RI) set and keeping the combinations of the RI set that have zero overlap with $O$. With $A$ alone or with the union as the RI set, this gives

$$C = A\cap O^\perp\quad(\text{CABS}),\qquad C^+=(O+A)\cap O^\perp\quad(\text{CABS+}).$$

Two Gaussian sets with unrelated exponents normally share no function, so $\dim(O+A)=N_O+N_A$, and removing $O$ leaves $\dim C^+=N_A$. A function of $A$ has $N_A$ coefficients, and orthogonality to $O$ imposes $N_O$ linear conditions, so $\dim C=N_A-N_O$ when the conditions are independent. In general position $C$ is short of $N_O$ functions. Overlaps vanish between different irreducible representations, so the count holds in each symmetry block separately (provided $A$ has at least as many functions as $O$ in that block), and functions are lost only in the symmetries present in $O$.

The fault of $C$ is therefore not a lack of orthogonality, since $C\perp O$ holds exactly by definition. The fault is that $O\oplus C$ is in general smaller than $O+A$.

## Where the complement is used

Let $o$ and $v$ project on the occupied and virtual orbitals, with $P_O=o+v\equiv P$ and $ov=0$; subscripts 1, 2 label electrons. Because $(1-o)v=v$, the F12 projector is

$$Q_{12}=(1-o_1)(1-o_2)(1-v_1v_2)=1-o_1-o_2+o_1o_2-v_1v_2 .$$

Adding $P_1P_2=o_1o_2+o_1v_2+v_1o_2+v_1v_2$, $\;o_1(1-P_2)=o_1-o_1o_2-o_1v_2$ and $(1-P_1)o_2=o_2-o_1o_2-v_1o_2$ gives $o_1+o_2-o_1o_2+v_1v_2$, so

$$Q_{12}=1-P_1P_2-o_1(1-P_2)-(1-P_1)o_2 .$$

The RI replaces $1-P$ by $P_C$ or $P_{C^+}$.

## The counter-example

### Two Gaussians

Let $O$ contain the single function $g=(2\alpha/\pi)^{3/4}e^{-\alpha r^2}$, and $A$ the single function $a$ of the same form with exponent $\beta=\alpha(1+\delta)$, $\delta>0$. From $I(b)=\int e^{-br^2}d^3r=(\pi/b)^{3/2}$ with $b=\alpha+\beta$,

$$\cos\theta\equiv\langle g|a\rangle=\left[\frac{2\sqrt{\alpha\beta}}{\alpha+\beta}\right]^{3/2}=\left[\frac{2\sqrt{1+\delta}}{2+\delta}\right]^{3/2}.$$

The overlap is nonzero, so no nonzero multiple of $a$ is orthogonal to $g$, and $C=\{0\}$. The union is two-dimensional, and $C^+$ is spanned by $m=(a-\cos\theta\,g)/\sin\theta$. This function is orthogonal to $g$, since $\langle g|a\rangle-\cos\theta=0$, and normalized, since $\|a-\cos\theta\,g\|^2=1-2\cos^2\theta+\cos^2\theta=\sin^2\theta$.

The difference survives as $\delta\to0$. Since $4(1+\delta)=(2+\delta)^2-\delta^2$,

$$\cos^2\theta=\left[1-\frac{\delta^2}{(2+\delta)^2}\right]^{3/2}\approx1-\frac32\cdot\frac{\delta^2}{4},\qquad \sin\theta\approx\sqrt{3/8}\,\delta .$$

Also $a=g\,(1+\delta)^{3/4}e^{-\delta\alpha r^2}=g\,[1+\delta(\tfrac34-\alpha r^2)]+O(\delta^2)$ and $\cos\theta=1-O(\delta^2)$. The factor $\delta$ cancels in the ratio:

$$m\to m_0=\sqrt{8/3}\,\left(\tfrac34-\alpha r^2\right)g .$$

As a check, the moments in the density $g^2$ are $\langle r^2\rangle=-I'/I=3/(2b)$ and $\langle r^4\rangle=I''/I=15/(4b^2)$ at $b=2\alpha$. Hence $\langle\alpha r^2\rangle=3/4$, which makes $m_0\perp g$, and the variance of $\alpha r^2$ is $15/16-9/16=3/8$, which makes $\|m_0\|=1$. Radial quadrature at $\alpha=1$ bohr$^{-2}$, to be compared with $\sqrt{3/8}=0.612372$, gives:

| $\delta$ | $\sin\theta/\delta$ | $\langle m\vert m_0\rangle$ |
|---|---|---|
| 0.1 | 0.58305 | 0.99858203 |
| 0.01 | 0.60932 | 0.99998453 |
| 0.001 | 0.61207 | 0.99999984 |

However nearly $A$ spans $O$, CABS+ holds a normalized breathing function and CABS holds nothing. Only at $\delta=0$ exactly are both empty.

### H$_2^+$

The chosen inputs are $R=2.0$ bohr $=1.05835$ Å and normalized primitive Gaussians on each nucleus, with exponents in bohr$^{-2}$. The orbital basis is s: 0.22, 1.1, 5.5, so $N_O=2\times3=6$. The auxiliary basis is s: 0.1, 0.5, 2.5, 12.5; p: 0.5, 1.5; d: 1.0 (five components), so $N_A=2\times(4+6+5)=30$. The spaces were built numerically from analytic overlap integrals. The result is $\dim C=24$ and $\dim C^+=30$. The six lost functions are three $\sigma_g$ and three $\sigma_u$, the symmetries of $O$.

Total energies, the lowest eigenvalue of the one-electron Hamiltonian plus $1/R=0.5$ hartree, are:

| space | $E$/hartree | $E$/eV |
|---|---|---|
| $O$ | −0.5817253 | −15.82955 |
| $A$ | −0.5986713 | −16.29068 |
| $O\oplus C$ | −0.5975953 | −16.26140 |
| $O\oplus C^+$ | −0.6018217 | −16.37640 |
| cc-pV5Z | −0.6026198 | −16.39812 |

The value for $O\oplus C^+$ was confirmed by a separate generalized eigenvalue problem in the merged basis. CABS lowers $E(O)$ by 15.8700 mhartree and CABS+ by 20.0964 mhartree, a ratio of $15.8700/20.0964=0.79$; the gap is 4.2264 mhartree $=0.11501$ eV. Relative to the large cc-pV5Z basis the remaining errors are $0.6026198-0.5975953=5.02$ mhartree and $0.6026198-0.6018217=0.80$ mhartree. The cc-pV5Z value itself lies 0.014 mhartree above the basis-set limit, $-0.6026342$ hartree, against which the errors are 5.04 and 0.81 mhartree. Moreover $E(O\oplus C)$ lies 1.0760 mhartree (0.02928 eV) above $E(A)$. That would be impossible if $O\oplus C$ contained $A$, so the energies alone show that it does not.

For the F12 term, take the ground orbital $\phi$ in $O$ (coefficient magnitudes 0.38423, 0.23840, 0.03227 on each atom) as the only occupied orbital. The ion has one electron, so the pair $\phi\phi$ is a model. With $o_1=|\phi\rangle\langle\phi|$, integration over electron 1 on each side gives

$$\langle\phi\phi|f\,o_1(1-P_2)f|\phi\phi\rangle=\langle u|1-P|u\rangle,\quad u=\phi W,\quad W(\mathbf r_2)=\int\phi^2(\mathbf r_1)f(r_{12})\,d^3r_1 .$$

Choose the dimensionless $f=e^{-\gamma r_{12}^2}$ with $\gamma=1.0$ bohr$^{-2}$. Completing the square,

$$p|\mathbf x-\mathbf S|^2+\gamma|\mathbf x-\mathbf r|^2=(p+\gamma)\left|\mathbf x-\frac{p\mathbf S+\gamma\mathbf r}{p+\gamma}\right|^2+\frac{p\gamma}{p+\gamma}|\mathbf r-\mathbf S|^2 ,$$

as is seen by matching the terms in $x^2$, $\mathbf x$ and the constants. The same identity turns $\phi^2$ into a sum of Gaussians $e^{-p|\mathbf x-\mathbf S|^2}$, each of which contributes $[\pi/(p+\gamma)]^{3/2}e^{-p\gamma|\mathbf r-\mathbf S|^2/(p+\gamma)}$ to $W$. This gives $W=0.217274$ at the midpoint and $0.193897$ at a nucleus, and the formula agrees with direct quadrature. Gauss–Legendre quadrature in cylindrical coordinates gives $\langle u|u\rangle=1.594942\times10^{-2}$ and $\langle u|P|u\rangle=1.529213\times10^{-2}$, so the exact term is their difference, $6.5729\times10^{-4}$. CABS yields $6.30783\times10^{-4}$ (95.97 %, error $-2.650\times10^{-5}$) and CABS+ yields $6.53799\times10^{-4}$ (99.47 %, error $-3.487\times10^{-6}$). The CABS error is $26.50/3.487=7.6$ times larger at this $\gamma$. The factor depends strongly on the geminal exponent: it is about 76 at $\gamma=0.3$ and about 4 at $\gamma=3$ bohr$^{-2}$.

## The general statement

For finite-dimensional $O$ and $A$ with principal angles $\theta_i$,

$$P_{C^+}=P_C+\sum_{i\in I}|m_i\rangle\langle m_i| ,$$

where $I$ is the set of angles with $0<\theta_i<\pi/2$ and the $m_i$ are orthonormal. Hence $C=C^+$ if and only if every $\cos\theta_i$ is 0 or 1, which holds if and only if $[P_O,P_A]=0$. If the overlap matrix between $O$ and $A$ has rank $N_O$, the condition reduces to $O\subset A$.

### Proof

*Principal vectors.* Let $M$ be the $N_O\times N_A$ overlap matrix of orthonormal bases of $O$ and $A$, with singular value decomposition $M=U\Sigma V^T$. Rotating the bases by the orthogonal matrices $U$ and $V$ gives orthonormal sets $\{o_i\}$ and $\{a_j\}$ with $\langle o_i|a_j\rangle=\sigma_i\delta_{ij}$. The Cauchy–Schwarz inequality gives $\sigma_i\le1$, with equality only if $a_i=o_i$. Write $\sigma_i=\cos\theta_i$, $s_i=\sin\theta_i$, and set $\sigma_j=0$ for vectors without a partner. Then $P_Oa_j=\sigma_jo_j$.

*The space $C$.* For $x=\sum_jx_ja_j$, $P_Ox=\sum_jx_j\sigma_jo_j$. The $o_j$ are independent, so this vanishes only if $x_j=0$ wherever $\sigma_j>0$. Thus $C$ is spanned by the $a_j$ with $\sigma_j=0$, and $\dim C=N_A-\operatorname{rank}M$.

*The space $C^+$ equals $(1-P_O)A$.* For $x\in A$, $(1-P_O)x=x-P_Ox$ lies in $O+A$ and in $O^\perp$, hence in $C^+$. Conversely, $y=w+x\in C^+$ with $w\in O$, $x\in A$ obeys $y=(1-P_O)y=(1-P_O)x$. So $C^+$ is spanned by $r_j=a_j-\sigma_jo_j$.

*The $r_j$ are orthogonal.* Expanding,

$$\langle r_i|r_j\rangle=\delta_{ij}-\sigma_j\langle a_i|o_j\rangle-\sigma_i\langle o_i|a_j\rangle+\sigma_i\sigma_j\delta_{ij}=(1-\sigma_i^2)\,\delta_{ij}.$$

For $\sigma_j=0$, $r_j=a_j$, and these span $C$. For $\sigma_j=1$, $r_j=0$. For $j\in I$, $m_j=r_j/s_j$ is normalized and orthogonal to all the others. The nonzero $r_j$, normalized, are an orthonormal basis of $C^+$, which is the projector identity. A vector $x\in A$ lies in $O$ only if $\sum_jx_jr_j=0$, that is, only if it is built from the $a_j$ with $\sigma_j=1$. Their number is $\dim(O\cap A)$, so $\dim C^+-\dim C=\operatorname{rank}M-\dim(O\cap A)$.

*The commutator.* $P_OP_A=\sum_j\sigma_j|o_j\rangle\langle a_j|$, and $P_AP_O$ is its transpose. Terms with $\sigma_j=0$ vanish, and terms with $a_j=o_j$ cancel. For $i\in I$, insert $a_i=\sigma_io_i+s_im_i$; the $|o_i\rangle\langle o_i|$ parts cancel, leaving

$$[P_O,P_A]=\sum_{i\in I}\sigma_is_i\big(|o_i\rangle\langle m_i|-|m_i\rangle\langle o_i|\big).$$

Each bracket is a quarter-turn in the plane $\{o_i,m_i\}$, and the planes are mutually orthogonal, so the operator norm is $\max_I\sigma_is_i$. It vanishes exactly when $I$ is empty. If $\operatorname{rank}M=N_O$, all $N_O$ singular values are positive, so an empty $I$ means that all equal 1, every $o_i=a_i$, and $O\subset A$. $\blacksquare$

The third step has a practical consequence. Projecting each auxiliary function against the orbital basis, $(1-P_O)a$, looks like a construction from $A$ alone, but the projected function contains orbital-basis functions and the result is already CABS+.

### The theorem on H$_2^+$

The null-space construction and the formula were computed separately and agree; the orthonormality of the $m_i$ and the RI residuals were confirmed by real-space quadrature.

| $i$ | parity | $\theta_i$/deg | $s_i$ | $\langle m_i\vert u\rangle^2$ |
|---|---|---|---|---|
| 1 | g | 2.26 | 0.039514 | $3.2344\times10^{-6}$ |
| 2 | u | 2.60 | 0.045277 | 0 |
| 3 | g | 8.46 | 0.147086 | $3.8050\times10^{-7}$ |
| 4 | u | 9.88 | 0.171573 | 0 |
| 5 | u | 27.89 | 0.467852 | 0 |
| 6 | g | 30.28 | 0.504226 | $1.9401\times10^{-5}$ |

The zeros are rounding noise below $10^{-30}$, as required because the function $u=\phi W$ is gerade. The sum is $(3.2344+0.3805+19.401)\times10^{-6}=2.3016\times10^{-5}$, or 3.50 % of the exact term, and $6.30783+0.23016=6.53799$ in units of $10^{-4}$ reproduces the CABS+ value. The commutator norm is $\sigma_6s_6=0.863572\times0.504226=0.43544$, equal to the directly computed value. The loss need not be monotonic in the angle: at $\gamma=1.0$ bohr$^{-2}$ the function at 2.26° carries $3.2344/0.3805=8.5$ times the weight of the one at 8.46°, while at $\gamma=3$ bohr$^{-2}$ their order is reversed.

Three altered auxiliary sets test the criterion. With $O$ added to $A$, $\dim A=36$ and $\dim C=\dim C^+=30$. With one orbital-basis function added, $\dim A=31$, $\dim C=25$ and $\dim C^+=30$: one angle has become zero and five functions are still lost. With one orbital-basis function plus the 16 non-$\sigma$ auxiliary functions, $\dim A=17$ and $\dim C=\dim C^+=16$ with zero commutator, although some unit vector of $O$ lies at distance 1 from $A$. This set does not span $O$, yet every cosine is 0 or 1, by inclusion or by symmetry. The condition $O\subset A$ is sufficient but not necessary.

## How large the damage is

Since $P_C\le P_{C^+}\le1-P_O$ as projectors on nested spaces, $\langle u|P_C|u\rangle\le\langle u|P_{C^+}|u\rangle\le\langle u|1-P_O|u\rangle$. Likewise $O\subset O\oplus C\subset O\oplus C^+=O+A\supset A$ gives $E(O\oplus C^+)\le E(O\oplus C)\le E(O)$ and $E(O\oplus C^+)\le E(A)$, with no order between $E(O\oplus C)$ and $E(A)$. For an off-diagonal element $\langle u|P_C|w\rangle$ the lost part $\sum_i\langle u|m_i\rangle\langle m_i|w\rangle$ has no fixed sign.

In one sense the two constructions are close when the angles are small. Because $(1-P_O-P_C)a_i=s_im_i$ for $i\in I$ and zero otherwise, every unit vector of $A$ lies within $\max_Is_i$ of $O\oplus C$ (0.504226 in the example), so for small angles $O\oplus C$ nearly contains $A$. But $P_{C^+}-P_C$ is a projector, with norm 1 whenever $I$ is not empty. What matters is $\langle m_i|u\rangle$. Now $\langle a_j|m_i\rangle=(1-\sigma_i^2)\delta_{ij}/s_i=s_i\delta_{ij}$, so $P_Am_i=s_ia_i$ and the part of $m_i$ outside $A$ has norm $\sqrt{1-s_i^2}=\sigma_i$. Splitting $m_i$ into these parts and using Cauchy–Schwarz on the second,

$$|\langle m_i|u\rangle|\le s_i\,|\langle a_i|u\rangle|+\sigma_i\,\|(1-P_A)u\| .$$

As $A$ approaches completeness both terms vanish and CABS and CABS+ give the same numbers. Small angles alone remove only the first term; the bound guarantees a small loss only when $A$ also describes $u$.

Finite precision modifies the count. The overlap matrix of the joined sets $\{o_i\}\cup\{a_j\}$ splits into blocks $\begin{pmatrix}1&\sigma_i\\\sigma_i&1\end{pmatrix}$ with eigenvalues $1\pm\sigma_i$, and eigenvalue 1 for unpaired vectors. A linear-dependence threshold $\epsilon$ on this matrix discards the direction $a_i-o_i=s_im_i-(1-\sigma_i)o_i$, which is $m_i$ to leading order at small angle, when $1-\sigma_i<\epsilon$. With the zero-overlap recipe defined at the start, CABS+ then loses that function too. Projecting the retained combinations with $1-P_O$ instead leaves a component along it, because $(1-P_O)(o_i+a_i)=s_im_i$. The normalized retained vector $(o_i+a_i)/\sqrt{2(1+\sigma_i)}$ projects to squared norm $s_i^2/[2(1+\sigma_i)]=(1-\sigma_i)/2<\epsilon/2$, however, so $m_i$ survives only if the orthonormalization of the projected set uses a threshold below that value. In H$_2^+$ the smallest $1-\sigma_i$ is $7.81\times10^{-4}$, so any threshold below that keeps all six.

A third choice, equal to $P_{C^+}$ when $O\subset A$, is to use $P_A-P_O$ as the complement, as in the plain auxiliary-basis RI. In the basis $(o_i,m_i)$,

$$|a_i\rangle\langle a_i|-|o_i\rangle\langle o_i|=\begin{pmatrix}-s_i^2&\sigma_is_i\\ \sigma_is_i&s_i^2\end{pmatrix},$$

with trace 0 and determinant $-s_i^4-\sigma_i^2s_i^2=-s_i^2$, so the eigenvalues are $\pm s_i$, and the operator is not a projector when $I$ is not empty. Nor is it one when some $o_i$ is orthogonal to $A$, since then $(P_A-P_O)o_i=-o_i$; it is a projector only if $O\subset A$. Its expectation value in that plane, $-s_i^2\langle o_i|u\rangle^2+2\sigma_is_i\langle o_i|u\rangle\langle m_i|u\rangle+s_i^2\langle m_i|u\rangle^2$, lets the large component of $u$ inside $O$ leak into the result. For H$_2^+$ it gives $5.60852\times10^{-4}$, 85.33 % of the exact term, with an error of $-9.643\times10^{-5}$, larger at this $\gamma$ than that of either complementary construction. The order against CABS is not fixed: at $\gamma=0.3$ bohr$^{-2}$ the error is $-1.2\times10^{-4}$, against $-3.9\times10^{-4}$ for CABS and $-5.2\times10^{-6}$ for CABS+.

## Table of computed values

```
1 hartree = 27.211386 eV, 1 bohr = 0.529177 angstrom
R = 2.0 bohr = 1.05835 angstrom, 1/R = 0.5000 hartree
OBS per H: s 0.22 1.1 5.5 bohr^-2
ABS per H: s 0.1 0.5 2.5 12.5; p 0.5 1.5; d 1.0 bohr^-2
N_O = 6, N_A = 30, geminal gamma = 1.0 bohr^-2
(a generic) dimA=30 dimC=24 dimC+=30 |comm|=0.43544 |P+-PC|=1.000 dist(O,A)=0.50423
(b A+O) dimA=36 dimC=30 dimC+=30 |comm|=0.00000 |P+-PC|=0.000 dist(O,A)=0.00000
(c commuting) dimA=17 dimC=16 dimC+=16 |comm|=0.00000 |P+-PC|=0.000 dist(O,A)=1.00000
(d A+one OBS) dimA=31 dimC=25 dimC+=30 |comm|=0.41981 |P+-PC|=1.000 dist(O,A)=0.47793
max distance of A from O+C = max sin(theta) = 0.504226
E(O) = -0.5817253 hartree = -15.82955 eV
E(A) = -0.5986713 hartree = -16.29068 eV
E(O+C) = -0.5975953 hartree = -16.26140 eV
E(O+C+) = -0.6018217 hartree = -16.37640 eV
E(cc-pV5Z) = -0.6026198 hartree = -16.39812 eV
E(O+C)-E(O) = -15.8700 mhartree = -0.43184 eV
E(O+C+)-E(O) = -20.0964 mhartree = -0.54685 eV
E(O+C)-E(O+C+) = 4.2264 mhartree = 0.11501 eV
E(O+C)-E(A) = 1.0760 mhartree = 0.02928 eV
phi coefficients (one atom): 0.38423 0.23840 0.03227
W(midpoint) = 0.217274, W(nucleus) = 0.193897 (dimensionless)
i parity cos(theta) 1-cos sin(theta) theta/deg <m|u>^2
1 g 0.99921903 7.810e-04 0.039514 2.2645 3.2344e-06
2 u 0.99897446 1.026e-03 0.045277 2.5951 3.6329e-31
3 g 0.98912365 1.088e-02 0.147086 8.4581 3.8050e-07
4 u 0.98517134 1.483e-02 0.171573 9.8793 4.7775e-32
5 u 0.88380664 1.162e-01 0.467852 27.8950 9.3530e-33
6 g 0.86357172 1.364e-01 0.504226 30.2800 1.9401e-05
<u|u> = 1.594942e-02, <u|P_O|u> = 1.529213e-02 (dimensionless)
exact <u|1-P_O|u> = 6.57285e-04
RI CABS = 6.30783e-04, 95.97 % of exact, error -2.650e-05
RI CABS+ = 6.53799e-04, 99.47 % of exact, error -3.487e-06
RI ABS, P_A-P_O = 5.60852e-04, 85.33 % of exact, error -9.643e-05
sum <m|u>^2 = 2.30160e-05, 3.50 % of exact
model alpha = 1 bohr^-2, sqrt(3/8) = 0.612372
delta=0.1: sin=5.830464e-02 sin/delta=0.58305 <m|limit>=0.99858203
delta=0.01: sin=6.093239e-03 sin/delta=0.60932 <m|limit>=0.99998453
delta=0.001: sin=6.120664e-04 sin/delta=0.61207 <m|limit>=0.99999984
```
